The τ operator of a meta-GGA and its matrix elements

Appendix: The τ-dependent orbital operator of a meta-GGA and its matrix elements

A.1 The problem and the conventions

In the bonding region of a molecule or a solid, the density and its gradient do not reveal whether the electrons at a point occupy one orbital or many overlapping ones. The kinetic energy density τ carries that information, and a meta-GGA takes it as an argument. But τ is built from the orbitals and is not an explicit functional of the density, so δE_xc/δn has no closed form in the local partial derivatives of the energy density, as it has for a GGA; reaching it requires the response of the orbitals to a change of the density. Generalized Kohn-Sham theory makes the energy stationary with respect to the orbitals themselves and accepts the operator that results.

The algebra is in Hartree atomic units. Spin is collinear, s = ↑, ↓, occupations are 0 ≤ f_i ≤ 1 per spin orbital, and

n_s = Σ_i f_i ψ_i* ψ_i,  σ_ss' = ∇n_s·∇n_s',  τ_s = ½ Σ_i f_i ∇ψ_i*·∇ψ_i,

with sums over orbitals of spin s. The functional is

E_xc = ∫ e(n_↑, n_↓, σ_↑↑, σ_↑↓, σ_↓↓, τ_↑, τ_↓) d³r,   (1)

where e is an energy per volume, differentiable in its arguments and independent of ∇²n. Partial derivatives are written e_n↑, e_↑↑ = ∂e/∂σ_↑↑, e_↑↓ = ∂e/∂σ_↑↓ and w_s = ∂e/∂τ_s. Both e and τ are energies per volume, so w is dimensionless. The operator −½∇·w∇ is only the τ part of the exchange-correlation operator.

A.2 Variation with respect to an orbital

With ψ = u + iv, varying ψ and ψ* independently is a linear change of variables, δE/δψ* = ½(δE/δu + i δE/δv), so δE/δψ* = 0 holds exactly when both real derivatives vanish. Vary ψ_i* of one spin-up orbital at fixed ψ_i. Each ingredient is linear in ψ_i*:

δn_↑ = f_i ψ_i δψ_i*,  δ(∇n_↑) = f_i ∇(ψ_i δψ_i*),  δτ_↑ = ½ f_i ∇δψ_i*·∇ψ_i.

Because σ_↑↑ is quadratic in ∇n_↑ and σ_↑↓ is linear in it, δσ_↑↑ = 2∇n_↑·δ∇n_↑ and δσ_↑↓ = ∇n_↓·δ∇n_↑, while σ_↓↓ does not change. Define

A_↑ = 2 e_↑↑ ∇n_↑ + e_↑↓ ∇n_↓.

The chain rule applied to (1) gives

δE_xc = f_i ∫ [ e_n↑ ψ_i δψ_i* + A_↑·∇(ψ_i δψ_i*) + ½ w_↑ ∇δψ_i*·∇ψ_i ] d³r.   (2)

To read off a functional derivative, the gradients must be moved off δψ_i*. For a scalar a and a vector field B the product rule ∇·(aB) = ∇a·B + a∇·B, integrated over a volume Ω with Gauss's theorem and outward normal dS, gives

∫_Ω ∇a·B d³r = −∫_Ω a ∇·B d³r + ∮ a B·dS.   (3)

This needs B continuous and piecewise smooth. Take a = ψ_i δψ_i*, B = A_↑ in the second term of (2), and a = δψ_i*, B = ½ w_↑∇ψ_i in the third. When the surface integrals vanish (section A.3),

δE_xc/δψ_i* = f_i [ v_↑ ψ_i − ½ ∇·(w_↑ ∇ψ_i) ],  v_↑ = e_n↑ − ∇·A_↑.   (4)

In the σ term the gradient acted on the product ψ_i δψ_i*, so ψ_i emerges undifferentiated and the result is a multiplicative potential. In the τ term the gradient acted on δψ_i* alone, so ∇ψ_i stays inside the divergence. The τ operator is

ĥ_τ = −½ ∇·w∇ = −½ w∇² − ½ ∇w·∇.   (5)

The ½ comes from the definition of τ and the minus sign from (3). Spin down follows by exchanging ↑ and ↓.

Three conventions change factors. If τ′ = Σ f|∇ψ|² = 2τ is the argument, then w′ = w/2 and the operator reads −∇·w′∇. If real orbitals are varied directly, ψ and ψ* change together and the right side of (4) doubles, as does the normalization term, so the orbital equation is unchanged. If e is written in the totals n, σ = |∇n|², τ, then σ = σ_↑↑ + 2σ_↑↓ + σ_↓↓ gives e_↑↑ = e_σ and e_↑↓ = 2e_σ, hence A = 2e_σ∇n and w_↑ = w_↓ = ∂e/∂τ.

A.3 Strong form, weak form and the surface term

Equation (3) with a = χ_μ*, B = ½ w∇χ_ν, rearranged, is

∫_Ω χ_μ* [−½∇·(w∇χ_ν)] d³r = ½∫_Ω w ∇χ_μ*·∇χ_ν d³r − ½∮ χ_μ* w ∇χ_ν·dS.   (6)

The left side is the strong form and the first term on the right is the weak form. The surface term vanishes in two cases. For functions that decay exponentially or as Gaussians, it goes to zero as the surface recedes, provided w is bounded or grows more slowly than χ_μ∇χ_ν decays. The second case occurs: on the hydrogen 1s density the exchange part of w for SCAN keeps rising in the tail, from 0.28 at 4 bohr to 4.3 at 10 bohr, far more slowly than the orbital decays, while for TPSS it falls to zero. For Bloch functions of the same k in a unit cell, the phases in χ_μ* and ∇χ_ν cancel, χ_μ* w∇χ_ν is lattice periodic, and opposite faces, having opposite normals, cancel in pairs. Then

V^τ_μν = ⟨χ_μ|ĥ_τ|χ_ν⟩ = ½∫ w ∇χ_μ*·∇χ_ν d³r.   (7)

Since w is real, (V^τ_νμ)* = V^τ_μν, so ĥ_τ is Hermitian. On a truncated region such as an atomic sphere the surface term survives. The weak form is still Hermitian there, and for real functions the strong form differs from its transpose by −½∮ w(χ_μ∇χ_ν − χ_ν∇χ_μ)·dS. If w jumps across a surface, ∇w in (5) contains a delta function that pointwise evaluation misses, whereas (7) comes directly from (2) and needs only that w∇χ_μ*·∇χ_ν be integrable, for which a bounded w suffices.

A.4 The orbital equation

The total energy is E = ∫(τ_↑ + τ_↓) d³r + ∫v_ext n d³r + E_H + E_xc. The kinetic term has the form (1) with ∂e/∂τ = 1 and so contributes −½∇²; the next two contribute v_ext (a Hermitian operator, if a core potential is included) and v_H. Thus δE/δψ_i* = f_i ĥψ_i with one Hermitian operator for all orbitals of a given spin,

ĥ = −½∇·(1 + w)∇ + v_ext + v_H + v.   (8)

Subtract Σ λ_ji(⟨ψ_i|ψ_j⟩ − δ_ij) from E, with λ Hermitian so that the term is real. Stationarity gives f_i ĥψ_i = Σ_j λ_ji ψ_j. Projecting on ψ_k gives λ_ki = f_i h_ki with h_ki = ⟨ψ_k|ĥ|ψ_i⟩. Hermiticity of λ and of h gives f_i h_ki = (f_k h_ik)* = f_k h_ki, so h_ki = 0 whenever f_i ≠ f_k. Among orbitals of equal occupation a unitary mixing leaves n and τ unchanged, both being sums of the form Σ a_i* a_i, and it can be chosen to diagonalize h. Hence ĥψ_i = ε_iψ_i.

Differentiate E with respect to f_i at fixed orbitals: ∂n/∂f_i = |ψ_i|² and ∂τ/∂f_i = ½|∇ψ_i|². The chain rule reproduces the integrand of (2) with δψ_i* replaced by ψ_i* and f_i removed, and likewise for the other terms, so the derivative is ⟨ψ_i|ĥ|ψ_i⟩. Relaxation of the orbitals adds Σ_j f_j ε_j δ⟨ψ_j|ψ_j⟩ = 0 at first order. Therefore ∂E/∂f_i = ε_i, Janak's theorem, and ε_i contains ½∫w|∇ψ_i|² d³r.

Comparison of (8) with −½∇·(1/m)∇ shows that 1/(1 + w) plays the part of a position-dependent mass in this mean-field equation. Further properties follow from (5) and (7).

The operator is not multiplicative. From (5), (ĥ_τψ)/ψ = −½(w∇²ψ/ψ + ∇w·∇ψ/ψ), which depends on the orbital, so in general no single local potential reproduces it.

For w = 0 the GGA equation is recovered. For constant w = c, ĥ_τ = cT̂ with T̂ = −½∇².

For any φ, ⟨φ|ĥ_τ|φ⟩/⟨φ|T̂|φ⟩ = ∫w|∇φ|²/∫|∇φ|² is an average of w with non-negative weight and lies between w_min and w_max. The generalized eigenvalues of V^τ against the kinetic matrix T obey the same bounds, being such ratios for their eigenvectors. If w_min > −1 the first term of (8) is positive. If 1 + w < 0 in a region, functions confined there with ever shorter wavelength give ever more negative expectation values, and ĥ has no lower bound in a complete basis.

The result must be extended in three situations. A dependence on ∇²n adds the local potential ∇²(∂e/∂∇²n), from (3) used twice. In a magnetic field τ as defined is not gauge invariant and needs a current correction, which adds terms. Noncollinear spin turns τ into a matrix in spin space.

A.5 Matrix in a basis

Expand ψ_i = Σ_ν c_νi χ_ν in real functions with real coefficients, and let D_μν = Σ_i f_i c_μi c_νi for one spin. Inserting the expansion in the definitions gives

n = Σ D_μν χ_μχ_ν,  ∇n = Σ D_μν ∇(χ_μχ_ν),  τ = ½ Σ D_μν ∇χ_μ·∇χ_ν.

All three are linear in D. The chain rule, with every D_μν treated as independent, gives

V_μν = ∂E_xc/∂D_μν = ∫ [ e_n χ_μχ_ν + A·∇(χ_μχ_ν) + ½ w ∇χ_μ·∇χ_ν ] d³r.   (9)

This equals the matrix of the operator in (4): the last term is (7), and (3) with a = χ_μχ_ν, B = A turns the middle term into −∫χ_μχ_ν∇·A. A symmetric change X of D alters E_xc by Σ V_μν X_μν, so moving the pair D_μν = D_νμ together yields 2V_μν. For complex functions, D_νμ = Σ f c_νi c_μi*, χ_μ is conjugated in (9), and V_μν = ∂E_xc/∂D_νμ.

On a grid with points r_g and weights W_g, define the arrays X_gμ = χ_μ(r_g) and X^α_gμ = ∂_αχ_μ(r_g). Then

V^n = Xᵀ diag(W e_n) X,
V^σ = M + Mᵀ,  M = Σ_α Xᵀ diag(W A_α) X^α,
V^τ = ½ Σ_α (X^α)ᵀ diag(W w) X^α.

No integration by parts was used to reach (9), so it holds point by point: with fixed points and weights, V is the exact derivative of the quadrature energy Σ_g W_g e(r_g), however coarse the grid. The strong form lacks this property, since (3) holds on a grid only to quadrature accuracy, and it requires ∇²χ and ∇w, the latter involving second derivatives of e. The weak form needs first derivatives only.

With F = h_core + J + V and overlap S, the orbital equation is FC = SCε. For unit occupations D = C_occ C_occᵀ, so FDS = SC_occ ε C_occᵀS, which is symmetric and so equals its transpose SDF. The commutator FDS − SDF therefore measures departure from stationarity.

One condition matters for finite-difference checks. A positive semidefinite D has the form Σ f c cᵀ with f ≥ 0, and the Cauchy-Schwarz inequality gives |∇n| = 2|Σ fψ∇ψ| ≤ 2(Σ fψ²)^½(Σ f|∇ψ|²)^½ = 2(2nτ)^½, that is σ_ss ≤ 8n_sτ_s. An arbitrary perturbation of a rank-deficient D can violate this and leave the physical domain of e. The check is therefore made at D plus a small multiple of the unit matrix, where (9) holds equally.

For plane waves χ_G = Ω^(−½) exp[i(k+G)·r], one has ∇χ_G* = −i(k+G)χ_G* and ∇χ_G′ = i(k+G′)χ_G′. The product (−i)(i) is +1, so (7) gives

⟨k+G|ĥ_τ|k+G′⟩ = ½ (k+G)·(k+G′) w̃(G−G′),  w̃(Q) = Ω⁻¹∫ w exp(−iQ·r) d³r.   (10)

A.6 Worked examples

In eV and Å the factor ½ of the kinetic form becomes ħ²/2m = 3.80998 eV Å².

A one-dimensional model for (10) has a = 4.0 Å, w = w₀ exp[cos(2πx/a + φ)], w₀ = −0.1, φ = 0.5 rad and k = 0.3(2π/a). The expansion exp(cos θ) = Σ_m I_m(1) exp(imθ), with I_m the modified Bessel function and θ = 2πx/a + φ, gives w̃(2πm/a) = w₀ I_m(1) exp(imφ). For G = 2π/a and G′ = 0, with k+G = 2.04204 Å⁻¹, k+G′ = 0.47124 Å⁻¹ and I₁(1) = 0.56516,

3.80998 × 2.04204 × 0.47124 × (−0.1 × 0.56516) × exp(0.5i) = −0.20720 exp(0.5i) eV = (−0.18184 − 0.09934i) eV.

Direct quadrature of the strong form agrees with (10) to 3.8 × 10⁻⁸ eV in absolute value over the elements tested, which fixes the sign of G − G′.

The atomic example is Au in the spherical configuration 5d¹⁰6s¹, at the level of spin-unrestricted TPSS in the def2-SVP basis with its scalar-relativistic core potential and no spin-orbit coupling. The functional acts on the valence density of 19 electrons, with 32 basis functions and a grid of 250 × 110 points. The digits below display internal consistency, not accuracy with respect to the real atom, and they are not converged in the basis. In def2-TZVP and def2-QZVP, with the same core potential, the 6s↑ level is −5.950 eV, about 0.04 eV lower; the 6s↓ level is −5.07 and −5.08 eV; the 5d↓ level is −6.64 eV; the τ term of the 6s↑ level is 0.1530 and 0.1553 eV; and the maximum of w_↑ is 0.0171. The empty 6s↓ level, −5.03 eV, lies above the occupied 5d↓ level, −6.56 eV, so in that channel the imposed occupation agrees with the ordering.

The 6s↑ level is c₆ᵀFc₆, term by term (kinetic, nucleus plus core potential, Hartree, n, σ, τ):

15.9281 − 211.1696 + 199.1610 − 9.4966 − 0.4897 + 0.1530 = −5.9138 eV = −0.21733 hartree.

The central difference of the total energy in f₆s at frozen orbitals gives −5.9138 eV. The level from the self-consistent calculation agrees; its matrix is assembled by separate code, but with the same functional library. The ratio 0.1530/15.9281 = 0.0096 is the average of w_↑ over |∇ψ₆s|². It lies inside the range of w_↑ on the grid points of non-negligible density, from a slightly negative value, smaller than 0.0001 in magnitude, to 0.0174, and so do the eigenvalues of V^τ against T, from 0.0000 to 0.0152. In this calculation w_↑ is thus under two percent of the 1 in 1 + w, and its negative values are below 0.0001 in magnitude; that is a finding for this functional and density, not a general property: SCAN evaluated on the same density gives w_↑ from −0.35 to 2.25. The matrix is not negligible: its largest element is found to be 1.2525 eV. This is the diagonal element of an f polarization function and is a property of the basis; in def2-QZVP the largest element is 2.34 eV. Dropping V^τ from the spin-up F at the converged density raises max|FDS − SDF| from 1.6 × 10⁻⁷ eV to 0.353 eV. In the finite-difference test of (9), made at D + 0.02 times the unit matrix for both spins, along random symmetric directions of unit spectral norm, it raises the largest absolute error from 1.6 × 10⁻⁸ eV to 1.385 eV.

In all space the strong and weak matrices differ by at most 8.1 × 10⁻⁸ eV, against the largest element of 1.2525 eV. Setting w = 1 in V^τ reproduces the analytic kinetic integrals to 1.9 × 10⁻¹³ eV, which tests the factor ½.

In a ball of radius R = 1.0 Å, equation (6) for the 6s orbital reads

0.11898 eV = 0.11867 eV + 0.00031 eV.

For an s orbital and spherical w the surface term is −(ħ²/2m) 4πR² w ψ² (ψ′/ψ). At this radius ψ′/ψ = −0.0082 Å⁻¹, close to an extremum of the orbital, and w > 0, which accounts for a small positive value. With the extremum so near R, neither size nor sign is stable against the basis: the term is +0.00011 eV in def2-TZVP and −0.00002 eV in def2-QZVP. For other pairs of basis functions the surface term reaches 0.1947 eV, the strong matrix differs from its transpose by up to 0.1008 eV, and (6) closes to 6.3 × 10⁻⁸ eV.

At r = 1 Å, w_↑ = 0.01480, dw/dr = 0.00637 Å⁻¹ and 1/(1 + w) = 0.98542. With (ĥ_τψ)/ψ = −(ħ²/2m)(w∇²ψ/ψ + w′ψ′/ψ):

5s: −3.80998 × [0.01480 × 21.9135 + 0.00637 × (−5.7395)] = −3.80998 × (0.3243 − 0.0366) = −1.096 eV,
6s: −3.80998 × [0.01480 × (−5.6771) + 0.00637 × (−0.0082)] = −3.80998 × (−0.0840 − 0.0001) = +0.320 eV.

Two orbitals of the same spin see values of opposite sign at one point. The signs persist in larger bases, where the pair becomes −1.076 and +0.320 eV (def2-TZVP) and −1.033 and +0.331 eV (def2-QZVP). The first term dominates in both, so the sign follows that of −∇²ψ/ψ.

The numerical check printed below contains these tests, apart from the values quoted for larger bases and for SCAN, together with an exact symbolic evaluation, at one point, of the Euler-Lagrange equation against the single-channel form of (4) for a rational model e in two dimensions.

Calculated quantities

```
symbolic residual (exact) = 0
hartree = 27.2114 eV
hbar^2/2m = 3.80998 eV A^2
PW model: a = 4.0 A, w0 = -0.1, phi = 0.5 rad, k a/2pi = 0.3
PW k+G = 2.04204 1/A, k+Gp = 0.47124 1/A, I_1(1) = 0.56516
PW element = -0.18184 -0.09934i eV, modulus 0.20720 eV
PW max |strong - formula| = 3.8e-08 eV
Au: 19 electrons, 32 AOs, grid 250 x 110
E_xc = -348.078 eV
dExc/dD: max error, full V = 1.6e-08 eV
dExc/dD: max error, no V_tau = 1.385 eV
max|FDS-SDF| with V_tau = 1.6e-07 eV
max|FDS-SDF| without V_tau = 0.353 eV
6s up, kinetic = 15.9281 eV
6s up, nucleus+ECP = -211.1696 eV
6s up, Hartree = 199.1610 eV
6s up, xc n = -9.4966 eV
6s up, xc sigma = -0.4897 eV
6s up, xc tau = 0.1530 eV
6s up, sum = -5.9138 eV
6s up, dE/df = -5.9138 eV
6s up, SCF level = -5.9138 eV = -0.21733 hartree
5d up level = -6.8752 eV
5d down level = -6.5644 eV
6s down level (empty) = -5.0310 eV
max|V_tau| = 1.2525 eV
max|strong - weak| = 8.1e-08 eV
6s up tau, strong form = 0.1530 eV
w=1: max|weak - T| = 1.9e-13 eV
w_up range = [-0.0000, 0.0174]
eigenvalues of V_tau vs T in [0.0000, 0.0152]
ball radius = 1.0 A
ball 6s strong = 0.11898 eV
ball 6s weak = 0.11867 eV
ball 6s surface = 0.00031 eV
ball max|strong-weak-surface| = 6.3e-08 eV
ball max|surface| = 0.1947 eV
ball max|strong - transpose| = 0.1008 eV
r=1 A: w_up = 0.01480
r=1 A: dw/dr = 0.00637 1/A
r=1 A: 1/(1+w) = 0.98542
5s: psi_r/psi = -5.7395 1/A
5s: lap psi/psi = 21.9135 1/A^2
5s: h_tau psi/psi = -1.0962 eV
6s: psi_r/psi = -0.0082 1/A
6s: lap psi/psi = -5.6771 1/A^2
6s: h_tau psi/psi = 0.3203 eV
```
